# Forces and periodic virial from neighbour-vector derivatives of local energies

## Result and conventions

Let the potential energy of one periodic cell be

\[
E=\sum_i U_i(\{\mathbf d_{ia}\}),\qquad
\mathbf d_{ia}=\mathbf r_j+\mathbf n h-\mathbf r_i,\qquad a=(j,\mathbf n).
\]

The rows of \(h\) are the three cell vectors, \(\mathbf n\) is a row of three integers, and \(i,j\) label atoms in the cell. The list \(N(i)\) holds every pair \((j,\mathbf n)\) with \(|\mathbf d_{ia}|<R_c\), except the atom itself, \((i,\mathbf 0)\). A self-image is an entry with \(j=i\) and \(\mathbf n\neq\mathbf 0\). Define

\[
\mathbf g_{ia}=\frac{\partial U_i}{\partial\mathbf d_{ia}},
\]

where all vectors in the list of \(i\) are varied independently, even when several belong to images of one atom. Then

\[
\mathbf F_k=\sum_{a\in N(k)}\mathbf g_{ka}
-\sum_i\sum_{a=(k,\mathbf n)\in N(i)}\mathbf g_{ia},
\tag{1}
\]

\[
W_{\alpha\beta}=-\frac{\partial E}{\partial\varepsilon_{\alpha\beta}}
=-\sum_i\sum_{a\in N(i)}g_{ia,\alpha}\,d_{ia,\beta},
\qquad P_{\rm pot}=\frac{\operatorname{tr}W}{3V}.
\tag{2}
\]

Here \(\varepsilon\) is a homogeneous strain of atoms and cell together, and \(V\) is the cell volume. Self-images cancel between the two sums in (1), but they count in full in (2). They must also stay in the energy, because in a many-body \(U_i\) they influence the derivatives belonging to other neighbours.

Hartree atomic units are used. Three assumptions enter: \(U_i\) is differentiable, it depends on the structure through the listed vectors alone, and neighbours enter and leave smoothly.

## The neighbour list in a small cell

Write \(\mathbf r_i=\mathbf s_i h\), with fractional coordinates \(\mathbf s_i\). Then \(\mathbf d_{ia}=(\mathbf s_j-\mathbf s_i+\mathbf n)h\). If \(\mathbf b_c\) is column \(c\) of \(h^{-1}\), the fractional component of the vector is

\[
(\mathbf s_j-\mathbf s_i+\mathbf n)_c=\mathbf d_{ia}\cdot\mathbf b_c .
\]

The cell height between opposite faces is \(H_c=1/|\mathbf b_c|\), so the right-hand side has magnitude at most \(|\mathbf d_{ia}|/H_c\). Every neighbour inside the cutoff therefore satisfies

\[
|n_c|\le \frac{R_c}{H_c}+|s_{j,c}-s_{i,c}| .
\]

Searching this range misses no image, whether or not the atoms have been wrapped into the cell. The heights matter here, not the edge lengths. An edge is never shorter than the corresponding height, and it is longer whenever it is tilted away from the normal of the face spanned by the other two edges.

The same inequality shows when one image per pair is enough. If \(R_c<H_c/2\) for all \(c\), each fractional component of a neighbour vector is below one half in magnitude. Rounding the fractional difference to the nearest integer then finds that neighbour. In a smaller cell one atom can appear several times in a list, and each appearance has its own \(\mathbf d\) and \(\mathbf g\).

The list changes as atoms move. Suppose \(U_i\) is a differentiable function of sums of radial functions times smooth angular factors. If the radial functions and their slopes vanish at \(R_c\), an entry has \(\mathbf g=\mathbf 0\) when it appears or disappears, and the first variation is

\[
\delta E=\sum_i\sum_{a\in N(i)}\mathbf g_{ia}\cdot\delta\mathbf d_{ia}.
\tag{3}
\]

If the functions jump at \(R_c\), the energy jumps and (3) omits that jump. If their slopes jump, the forces jump.

## Forces

Displace atom \(k\) together with all its images, keeping \(h\) fixed. The vector \(\mathbf d_{ia}\) contains \(+\mathbf r_j\) and \(-\mathbf r_i\), so

\[
\frac{\partial d_{ia,\beta}}{\partial r_{k\alpha}}
=(\delta_{jk}-\delta_{ik})\,\delta_{\alpha\beta}.
\]

Inserting this into (3) and using \(\mathbf F_k=-\partial E/\partial\mathbf r_k\) gives

\[
\mathbf F_k=-\sum_i\sum_{a\in N(i)}\mathbf g_{ia}(\delta_{jk}-\delta_{ik}).
\]

The term with \(\delta_{ik}\) selects the list of atom \(k\) and has a plus sign. The term with \(\delta_{jk}\) selects every entry in which \(k\) is the neighbour and has a minus sign. This is (1). The first part comes from the atom's own energy; the second is the reaction from the energies of its neighbours. Summed over \(k\), the bracket gives \(1-1=0\), so the total force vanishes.

For a self-image \(j=i\), and the bracket is zero for every \(k\): the vector is \(\mathbf n h\), which does not change when the atom moves. A code can add and subtract these entries like all others, without a special branch.

**Pair energy.** Take \(U_i=\tfrac12\sum_a\phi(d_{ia})\). Then \(\mathbf g_{ka}=\tfrac12\phi'\hat{\mathbf d}_{ka}\). The reverse entry, with the neighbour as centre, has the opposite vector and derivative \(-\tfrac12\phi'\hat{\mathbf d}_{ka}\). Subtracting it gives another \(+\tfrac12\phi'\hat{\mathbf d}_{ka}\), and

\[
\mathbf F_k=\sum_{a\in N(k)}\phi'(d_{ka})\,\hat{\mathbf d}_{ka}.
\]

If \(\phi'>0\), the force points towards the neighbour, as attraction requires. Own and reaction parts are equal in this case.

**Embedding energy.** Add \(G(\rho_i)\) with \(\rho_i=\sum_a\psi(d_{ia})\). The own entry gains \(G'(\rho_k)\psi'\hat{\mathbf d}_{ka}\), and the reaction gains the same expression with \(G'(\rho_j)\):

\[
\mathbf F_k=\sum_{a\in N(k)}
\{\phi'+[G'(\rho_k)+G'(\rho_j)]\psi'\}\,\hat{\mathbf d}_{ka}.
\]

Doubling the own part would replace \(G'(\rho_j)\) by \(G'(\rho_k)\), which is wrong when the environments differ.

This formula also shows what deleting self-images would do. In a pair energy they contribute \(\tfrac12\phi(|\mathbf n h|)\), a constant at fixed cell, so deletion leaves the forces unchanged. In an embedding energy they contribute to \(\rho_i\), and for nonlinear \(G\) they change the factor \(G'(\rho_i)\) multiplying the derivatives of all other neighbours.

## Virial and pressure

Apply the strain to atomic positions and cell vectors:

\[
r'_{i\alpha}=r_{i\alpha}+\sum_\beta\varepsilon_{\alpha\beta}r_{i\beta},
\qquad
h'_{c\alpha}=h_{c\alpha}+\sum_\beta\varepsilon_{\alpha\beta}h_{c\beta}.
\]

The neighbour vector is a linear combination of these vectors with fixed coefficients. Hence

\[
\delta d_{ia,\alpha}=\sum_\beta\varepsilon_{\alpha\beta}d_{ia,\beta},
\qquad
\delta E=\sum_{\alpha\beta}\varepsilon_{\alpha\beta}
\sum_i\sum_{a\in N(i)}g_{ia,\alpha}d_{ia,\beta}.
\]

The coefficient of \(\varepsilon_{\alpha\beta}\), with its sign reversed, is (2). A self-image vector is strained like any other, which is why it contributes here although it drops out of the force.

There is no factor \(\tfrac12\) in (2), because \(\mathbf g\) is the derivative of the local energy itself. For a pair energy the half already sits in \(U_i\), and (2) becomes

\[
W_{\alpha\beta}=-\frac12\sum_i\sum_{a\in N(i)}
\phi'(d_{ia})\frac{d_{ia,\alpha}d_{ia,\beta}}{d_{ia}} .
\]

With one common cutoff, each entry \(a\) has a reverse entry \(\bar a\) with \(\mathbf d_{\bar a}=-\mathbf d_a\). Averaging the sum over entries with the same sum over reverse entries gives an equivalent form:

\[
W_{\alpha\beta}=-\frac12\sum_{\text{entries }a}
(\mathbf g_a-\mathbf g_{\bar a})_\alpha d_{a,\beta}.
\]

The half belongs here because the bracket contains the derivatives of two local energies.

For the pressure set \(\varepsilon=\eta\,\mathbf 1\) with small \(\eta\). Then \(\delta V=3V\eta\) and \(\delta E=-\eta\operatorname{tr}W\), so \(-\delta E/\delta V=\operatorname{tr}W/(3V)\). Positive pressure means that the cell tends to expand. The potential part of the stress, counted positive in tension, is \(-W/V\).

Moving classical atoms add a kinetic part. At fixed scaled momenta, a length increase by \(1+\eta\) divides each momentum by \(1+\eta\). The kinetic energy \(K\) changes by \(-2\eta K\), which adds \(2K/(3V)\) to the pressure. The numbers below contain the potential part alone.

## Symmetry of the virial

Let \(U_i\) be unchanged when all its vectors are rotated together. For an infinitesimal rotation, \(\delta\mathbf d=\boldsymbol\omega\times\mathbf d\), and

\[
0=\sum_{a\in N(i)}\mathbf g_{ia}\cdot(\boldsymbol\omega\times\mathbf d_{ia})
=\boldsymbol\omega\cdot\sum_{a\in N(i)}\mathbf d_{ia}\times\mathbf g_{ia}.
\]

Since \(\boldsymbol\omega\) is arbitrary, the sum of cross products vanishes for each centre. Its components are the antisymmetric parts of \(\sum_a g_{ia,\alpha}d_{ia,\beta}\), so \(W\) is symmetric.

The cancellation concerns the complete list of a centre. A single neighbour may have \(\mathbf g\) not parallel to \(\mathbf d\), and a partial sum, such as that over self-images, need not be symmetric. A surrogate whose energy is not rotationally invariant can give an antisymmetric part of \(W\) even if (2) is coded correctly.

## Derivatives with respect to the cell

Variable-cell algorithms may need derivatives with respect to \(h\), and the result depends on what is held fixed. At fixed Cartesian positions \(h\) enters through \(\mathbf n h\); at fixed fractional coordinates it multiplies the whole fractional vector:

\[
\left(\frac{\partial E}{\partial h_{c\alpha}}\right)_{\mathbf r}
=\sum_i\sum_a n_c g_{ia,\alpha},
\qquad
\left(\frac{\partial E}{\partial h_{c\alpha}}\right)_{\mathbf s}
=\sum_i\sum_a(\mathbf s_j+\mathbf n-\mathbf s_i)_c\,g_{ia,\alpha}.
\]

Multiplying the second expression by \(h_{c\beta}\) and summing over \(c\) restores \(d_{ia,\beta}\). Therefore

\[
W_{\alpha\beta}=-\sum_c
\left(\frac{\partial E}{\partial h_{c\alpha}}\right)_{\mathbf s}h_{c\beta}.
\]

The first expression appears when \(\mathbf d\) in (2) is split into \(\mathbf r_j-\mathbf r_i\) and \(\mathbf n h\). The position part is

\[
-\sum_i\sum_a g_{ia,\alpha}(r_{j\beta}-r_{i\beta})
=-\sum_k r_{k\beta}\sum_i\sum_a g_{ia,\alpha}(\delta_{jk}-\delta_{ik})
=\sum_k F_{k\alpha}r_{k\beta},
\]

and so

\[
W_{\alpha\beta}=\sum_k F_{k\alpha}r_{k\beta}
-\sum_c\left(\frac{\partial E}{\partial h_{c\alpha}}\right)_{\mathbf r}h_{c\beta}.
\tag{4}
\]

The first term alone is not a periodic virial. If atom \(k\) is represented by its copy at \(\mathbf r_k+\mathbf L\), with \(\mathbf L\) a lattice vector, this term changes by \(F_{k\alpha}L_\beta\). The neighbour vectors are the same set as before, so \(W\) is unchanged and the lattice term compensates.

## An angular embedding model

For a case with non-central derivatives, take

\[
U_i=\frac12\sum_a\phi(d_{ia})-B\sqrt{\rho_i}+C\operatorname{tr}(T_i^2),
\quad
\rho_i=\sum_a\psi(d_{ia}),
\quad
T_i=\sum_a\psi(d_{ia})\,\mathbf d_{ia}\mathbf d_{ia}^{\mathsf T},
\]

with \(\phi=Ae^{-pd}f\), \(\psi=e^{-qd}f\) and \(f=(1-d^2/R_c^2)^3\). In matrix products \(\mathbf d\) is a column. Vary one vector and drop its indices. Since \(\delta d=\hat{\mathbf d}\cdot\delta\mathbf d\),

\[
\delta\rho=\psi'\,\hat{\mathbf d}\cdot\delta\mathbf d,
\qquad
\delta T=\psi'(\hat{\mathbf d}\cdot\delta\mathbf d)\,\mathbf d\mathbf d^{\mathsf T}
+\psi\,(\delta\mathbf d\,\mathbf d^{\mathsf T}+\mathbf d\,\delta\mathbf d^{\mathsf T}).
\]

Because \(T\) is symmetric, the last two terms contribute equally to the trace:

\[
\delta\operatorname{tr}(T^2)=2\operatorname{tr}(T\,\delta T)
=2\psi'(\mathbf d^{\mathsf T}T\mathbf d)\,\hat{\mathbf d}\cdot\delta\mathbf d
+4\psi\,(T\mathbf d)\cdot\delta\mathbf d .
\]

Collecting the coefficients of \(\delta\mathbf d\) gives

\[
\mathbf g=\left[\frac{\phi'}2-\frac{B\psi'}{2\sqrt\rho}
+2C\psi'\,\mathbf d^{\mathsf T}T\mathbf d\right]\hat{\mathbf d}
+4C\psi\,T\mathbf d .
\tag{5}
\]

The radial slopes must include the slope of the cutoff factor:

\[
\phi'=Ae^{-pd}(f'-pf),\qquad
\psi'=e^{-qd}(f'-qf),\qquad
f'=-\frac{6d}{R_c^2}\left(1-\frac{d^2}{R_c^2}\right)^2 .
\]

The last term of (5) is not along \(\mathbf d\) unless \(\mathbf d\) is an eigenvector of \(T\).

The square root requires \(\rho_i>0\). If the last remaining neighbour approaches the cutoff, put \(x=1-d^2/R_c^2\). Then \(\sqrt\rho=e^{-qd/2}x^{3/2}\), whose slope vanishes as \(x^{1/2}\) while its second derivative diverges as \(x^{-1/2}\). The force stays continuous, but the force constant does not stay finite. The cells below are far from this limit.

## Three atoms in a skewed cell

The parameters are round model values and represent no material: \(A=4\) hartree, \(p=1.2\) bohr\(^{-1}\), \(B=0.2\) hartree, \(q=0.6\) bohr\(^{-1}\), \(C=0.001\) hartree bohr\(^{-4}\) and \(R_c=9\) bohr. The cell vectors are \((6,0,0)\), \((0.6,6.2,0)\) and \((0.4,-0.5,6.4)\) bohr. The atoms sit at \((0.3,0.2,0.1)\), \((3.5,3.0,0.6)\) and \((3.0,0.4,3.6)\) bohr.

The smallest height is 5.96 bohr, far below the \(2R_c=18\) bohr above which one image per pair is guaranteed to suffice. The three lists hold 37, 36 and 37 entries, 12 of them self-images in each case.

**Force.** For atom 1 the own and reaction parts, in hartree/bohr, add up as

\[
(-0.00496,-0.00617,0.00395)+(-0.00602,-0.00575,0.00343)
=(-0.01098,-0.01193,0.00738),
\]

where the sum was rounded after the addition. The two parts differ, so neither the own part nor its double is the force. Deleting self-images from the energy changes the result to \((-0.01081,-0.01156,0.00743)\). The \(y\) component changes by 0.00036, about 3% of its correct magnitude. With the pair term alone, a test confirmed that the deletion has no effect on the forces.

**Self-images.** For atom 1 and its images at \(\pm(6,0,0)\), the \(x\) components of \(\mathbf g\) are \(\mp0.000250\) hartree/bohr. They are opposite because (5) is odd in \(\mathbf d\) at fixed \(\rho\) and \(T\). In the virial the vector changes sign too, and the contributions add:

\[
-[(-0.000250)(6)+(0.000250)(-6)]=0.0030\ \text{hartree}.
\]

The self-images of all three atoms together give \(W_{xx}=0.00066\) hartree. All other self-image entries therefore contribute \(-0.0023\) hartree and largely cancel this pair; the negative part comes from the self-images of atoms 2 and 3. All self-images together supply 0.00202 of the 0.36054 hartree in the trace, or 0.6%. The self-image part is slightly asymmetric, with \(xy\) and \(yx\) elements of \(-0.000350\) and \(-0.000333\) hartree, as a partial sum may be. The full virial is symmetric.

**Pressure.** From the trace and the volume,

\[
P_{\rm pot}=\frac{0.36054}{3\times238.08}
=5.048\times10^{-4}\ \text{hartree/bohr}^3=14.85\ \text{GPa}.
\]

In (4) the trace splits into 0.0508 hartree from \(\sum_k\mathbf F_k\cdot\mathbf r_k\) and 0.3097 hartree from the lattice term. The lattice term is much larger than the self-image part because it also contains the lattice shifts \(\mathbf n h\) of images of other atoms. Moving atom 2 by the first cell vector raises the position term to 0.0686 hartree. The increase is \(F_{2x}\times6=0.00297\times6=0.0178\) hartree, as derived above, and the full virial stays the same.

**Tests.** Central differences of the energy reproduced a sample of single-vector derivatives, all force components and all nine strain derivatives. The largest deviations were below \(10^{-12}\) in the respective atomic units. Both kinds of cell derivative were confirmed in the same way.

A \(4\times4\times4\) supercell of 192 atoms has a smallest height of \(4\times5.96=23.8\) bohr. One image per pair then suffices and no self-images occur within the cutoff. Its energy and virial per small cell and its forces agree with those of the small cell. What the small cell counts as self-images are ordinary neighbours in the large one.

## One atom per cell

With one atom per cell, every neighbour is a self-image. The energy depends on \(h\) alone, the force is zero, and the whole virial comes from self-images.

Take a simple cubic cell with edge 4.5 bohr and the same parameters. The shells inside the cutoff lie at 1, \(\sqrt2\) and \(\sqrt3\) edges, with \(6+12+8=26\) neighbours. The cutoff factors are \((3/4)^3\), \((1/2)^3\) and \((1/4)^3\), so

\[
\rho=6\cdot\tfrac{27}{64}e^{-2.7}
+12\cdot\tfrac18e^{-2.7\sqrt2}
+8\cdot\tfrac1{64}e^{-2.7\sqrt3}=0.2042 .
\]

The trace of the virial is 0.003715 hartree, and

\[
P_{\rm pot}=\frac{0.003715}{3\times4.5^3}
=1.359\times10^{-5}\ \text{hartree/bohr}^3=0.400\ \text{GPa}.
\]

The next shell, at two edges, lies at the cutoff itself. Compression brings six neighbours into the list and expansion keeps them out. The numerical derivative \(-dE/dV\) spans this change and still agrees with the virial pressure to all printed digits, as the smooth cutoff requires.

## Implementation and range of validity

For each entry \((i,j,\mathbf n)\) of a full list, the accumulation is

\[
\mathbf F_i\leftarrow\mathbf F_i+\mathbf g,\qquad
\mathbf F_j\leftarrow\mathbf F_j-\mathbf g,\qquad
W\leftarrow W-\mathbf g\,\mathbf d^{\mathsf T}.
\]

All sums that define the environment of atom \(i\), such as \(\rho_i\) and \(T_i\), must be complete before \(\mathbf g\) is evaluated. The vector \(\mathbf d\) in the virial must be the one used in the energy, with its image shift.

For a surrogate evaluated with automatic differentiation, the array of neighbour vectors is the natural input. If information passes through several layers of neighbours, \(U_i\) also depends on vectors in other lists. One then defines \(\mathbf g_{ia}=\partial E/\partial\mathbf d_{ia}\) from the total energy. Equation (3) keeps its form, and (1) and (2) follow by the same steps. Rotational invariance then ensures that the torques cancel in the total sum, which is enough for a symmetric \(W\), but not necessarily for each centre.

The formulas are incomplete if the energy depends on the cell or on positions other than through the listed vectors. An explicit dependence on \(V\) or \(h\), as in a reciprocal-space sum, adds its own strain derivative to (2). An external field fixed in space adds its own force to (1), and the total force then need not vanish.

## Computed values

```
A = 4.0 hartree, p = 1.2 /bohr, B = 0.2 hartree
q = 0.6 /bohr, C = 0.001 hartree/bohr^4, cutoff = 9.0 bohr
cell vector 1 (bohr): 6.0 0.0 0.0
cell vector 2 (bohr): 0.6 6.2 0.0
cell vector 3 (bohr): 0.4 -0.5 6.4
atom 1 position (bohr): 0.3 0.2 0.1
atom 2 position (bohr): 3.5 3.0 0.6
atom 3 position (bohr): 3.0 0.4 3.6
cell heights (bohr): 5.9576 6.1812 6.4000
cell volume: 238.080 bohr^3
neighbours of atoms 1,2,3: 37 36 37
of which self-images: 12 12 12
energy per cell: -0.15686526 hartree
F1 (hartree/bohr): -0.010982 -0.011925 0.007381
F2 (hartree/bohr): 0.002969 0.018294 0.001481
F3 (hartree/bohr): 0.008013 -0.006369 -0.008862
F1 own-term part (hartree/bohr): -0.004962 -0.006171 0.003955
F1 reaction part (hartree/bohr): -0.006020 -0.005754 0.003426
F1, self-images deleted (hartree/bohr): -0.010810 -0.011563 0.007426
virial row x (hartree): 0.113388 -0.002947 -0.021233
virial row y (hartree): -0.002947 0.109779 -0.008707
virial row z (hartree): -0.021233 -0.008707 0.137374
self-image virial row x (hartree): 0.000661 -0.000350 0.000037
self-image virial row y (hartree): -0.000333 -0.000018 0.000012
self-image virial row z (hartree): 0.000085 0.000065 0.001380
trace W: 0.360542 hartree
trace W from self-images: 0.002024 hartree
pressure: 5.047906e-04 hartree/bohr^3 = 14.8515 GPa
atom 1, image +1 0 0: g (hartree/bohr) -0.000250 -0.000010 -0.000012
atom 1, image -1 0 0: g (hartree/bohr) 0.000250 0.000010 0.000012
their sum in W_xx: 0.003000 hartree
largest single |d x g| component: 1.972e-03 hartree
trace of sum F r: 0.050809 hartree
same, atom 2 moved by cell vector 1: 0.068622 hartree
trace of lattice part: 0.309732 hartree
difference step: 1e-04 (bohr, or strain)
max error of g: 2.6e-13 hartree/bohr
max error of forces: 4.2e-13 hartree/bohr
max error of virial: 5.4e-13 hartree
supercell: 4 x 4 x 4, 192 atoms
supercell energy per small cell: -0.15686526 hartree
supercell trace W per small cell: 0.360542 hartree
cubic one-atom cell: edge 4.5 bohr, 26 self-images
cubic rho: 0.204223, energy: -0.05820787 hartree
cubic trace W: 0.003715 hartree
cubic pressure, virial: 1.35909418e-05 hartree/bohr^3
cubic pressure, -dE/dV: 1.35909418e-05 hartree/bohr^3
cubic pressure: 0.3999 GPa
```
